# Gaunt matrix elements in jj coupling from vector spherical harmonics: a program that tests the result

```python
"""
Result under test: jj-coupled matrix elements of the Gaunt operator
G = -alpha1.alpha2/r12 equal angular factors times radial integrals
R^L[f,g] = double integral of f(r1) g(r2) r<^L / r>^(L+1).
Orbitals are (P chi_kappa, i Q chi_-kappa)/r, and the densities are built from
D = Pa Qc - Qa Pc and S = Pa Qc + Qa Pc:
  L = k-1 : D + (kappa_c - kappa_a) S / k
  L = k+1 : D + (kappa_a - kappa_c) S / (k+1)
  L = k   : S, with the factor (kappa_a + kappa_c)
k is the tensor rank, L the multipole order of 1/r12, J the total angular momentum.
Example: helium-like gold, point nucleus, hydrogenic Dirac orbitals.
Radial work uses lengths in 1/Z bohr; R^L is then in units of Z hartree.
"""
from collections import namedtuple
from functools import lru_cache
from math import factorial, gamma as gamma_function, pi, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

ALPHA = constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


# Angular momentum algebra; every argument is twice the quantum number.
@lru_cache(maxsize=None)
def three_j(*doubled):
    return float(wigner_3j(*[Rational(v, 2) for v in doubled]))


@lru_cache(maxsize=None)
def six_j(*doubled):
    return float(wigner_6j(*[Rational(v, 2) for v in doubled]))


def sign(n):
    return -1.0 if n % 2 else 1.0


def clebsch(j1, m1, j2, m2, j, m):
    return (sign((j1 - j2 + m) // 2) * sqrt(j + 1)
            * three_j(j1, j2, j, m1, m2, -m))


def twice_j(kappa):
    return 2 * abs(kappa) - 1


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def reduced_c(ja, k, jc):
    """Reduced element of C^k without its parity factor; ja, jc doubled."""
    return (sign((ja + 1) // 2) * sqrt((ja + 1) * (jc + 1))
            * three_j(ja, jc, 2 * k, -1, 1, 0))


# Functions on the sphere.
def harmonic(l, m, x, phi):
    if abs(m) > l:
        return np.zeros(len(x), complex)
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    y = norm * lpmv(n, l, x) * np.exp(1j * n * phi)
    return y if m >= 0 else sign(n) * np.conj(y)


UNIT_VECTORS = {1: np.array([-1, -1j, 0]) / sqrt(2),
                0: np.array([0, 0, 1], complex),
                -1: np.array([1, -1j, 0]) / sqrt(2)}


def vector_harmonic(k, L, M, x, phi):
    total = np.zeros((3, len(x)), complex)
    for q, e in UNIT_VECTORS.items():
        if abs(M - q) <= L:
            c = clebsch(2 * L, 2 * (M - q), 2, 2 * q, 2 * k, 2 * M)
            total += c * np.outer(e, harmonic(L, M - q, x, phi))
    return total


# Test: tensor expansion of 1/r12 at two points in space.
r_small, r_large = 0.2, 1.0
px, pphi = np.array([0.35, -0.6]), np.array([0.7, 2.9])
ps = np.sqrt(1 - px**2)
points = np.array([ps * np.cos(pphi), ps * np.sin(pphi), px])
distance = np.linalg.norm(r_small * points[:, 0] - r_large * points[:, 1])
kernel = np.zeros((3, 3), complex)
for L in range(11):
    for k in range(abs(L - 1), L + 2):
        for M in range(-k, k + 1):
            v = vector_harmonic(k, L, M, px, pphi)
            kernel += (4 * pi / (2 * L + 1) * r_small**L / r_large**(L + 1)
                       * np.outer(v[:, 0], v[:, 1].conj()))
kernel_error = np.max(np.abs(kernel - np.eye(3) / distance))
# The multipole series is cut at L = 10: remainder about 0.2**11 = 2e-8.
assert kernel_error < 2e-7

# Product quadrature on the sphere, exact for the polynomials used here.
gx, gw = np.polynomial.legendre.leggauss(12)
gphi = 2 * pi * np.arange(24) / 24
ax, aphi = [g.ravel() for g in np.meshgrid(gx, gphi, indexing="ij")]
aw = np.repeat(gw, 24) * 2 * pi / 24
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


@lru_cache(maxsize=None)
def spinors(kappa):
    """Array [m, spin, point] of spherical spinors."""
    j, l = twice_j(kappa), orbital_l(kappa)
    return np.array([[clebsch(2 * l, m - s, 1, s, j, m)
                      * harmonic(l, (m - s) // 2, ax, aphi)
                      for s in (1, -1)] for m in range(-j, j + 1, 2)])


def spin_density(kappa_left, kappa_right):
    return np.einsum("asn,ist,ctn->iacn", spinors(kappa_left).conj(),
                     SIGMA, spinors(kappa_right), optimize=True)


def spin_angular_factor(ka, kc, k, L):
    """Factor multiplying the Y_kM element in <ka|sigma.Y_kLM|-kc>."""
    odd = (orbital_l(ka) + orbital_l(kc) + k) % 2
    if odd != (L == k):
        return 0.0
    if L == k:
        return -(ka + kc) / sqrt(k * (k + 1))
    if L == k - 1:
        return -sqrt(k / (2 * k + 1)) + (ka - kc) / sqrt(k * (2 * k + 1))
    return (sqrt((k + 1) / (2 * k + 1))
            + (ka - kc) / sqrt((k + 1) * (2 * k + 1)))


# Test: spin-angular formulas against quadrature, forbidden cases included.
field = {(k, L, M): vector_harmonic(k, L, M, ax, aphi)
         for k in range(4) for L in range(abs(k - 1), k + 2)
         for M in range(-k, k + 1)}
angular_error, angular_count = 0.0, 0
for ka in (-1, 1, -2, 2, -3):
    for kc in (-1, 1, -2, 2, -3):
        ja, jc = twice_j(ka), twice_j(kc)
        density_on_sphere = spin_density(ka, -kc)
        for (k, L, M), v in field.items():
            numeric = np.einsum("iacn,in->ac", density_on_sphere, v * aw)
            factor = spin_angular_factor(ka, kc, k, L)
            scale = factor * sqrt((2 * k + 1) / (4 * pi)) * reduced_c(ja, k, jc)
            formula = np.array([[sign((ja - ma) // 2) * scale
                                 * three_j(ja, 2 * k, jc, -ma, 2 * M, mc)
                                 for mc in range(-jc, jc + 1, 2)]
                                for ma in range(-ja, ja + 1, 2)])
            angular_error = max(angular_error, np.max(np.abs(numeric - formula)))
            angular_count += numeric.size
assert angular_error < 1e-11

# Radial grid: outer radius x, inner radius t*x; last column is t = 1.
u, wu = np.polynomial.legendre.leggauss(100)
u, wu = (u + 1) / 2, wu / 2
x_nodes = 3 * u**3 / (1 - u)
x_weights = wu * 3 * (3 * u**2 * (1 - u) + u**3) / (1 - u)**2
v, wv = np.polynomial.legendre.leggauss(40)
v, wv = (v + 1) / 2, wv / 2
t_nodes, t_weights = v**3, wv * 3 * v**2
X = np.outer(x_nodes, np.append(t_nodes, 1.0))


def slater(L, f, g):
    """R^L[f,g] in units of Z hartree."""
    pair = f[:, -1:] * g[:, :-1] + g[:, -1:] * f[:, :-1]
    return float(x_weights @ (pair @ (t_weights * t_nodes**L)))


Orbital = namedtuple("Orbital", "Z kappa P Q binding gamma")


def dirac_orbital(Z, n, kappa):
    """Point-nucleus solution x^gamma exp(-decay x) times polynomials."""
    c = 1 / (Z * ALPHA)
    g = sqrt(kappa**2 - (Z * ALPHA)**2)
    nr = n - abs(kappa)
    energy = c**2 / sqrt(1 + (Z * ALPHA / (nr + g))**2)
    decay = sqrt(c**4 - energy**2) / c
    size = nr + 1
    equations = np.zeros((2 * (size + 1), 2 * size))
    for i in range(size + 1):
        if i < size:
            equations[2 * i, i] = -1
            equations[2 * i, size + i] = -c * (g + i - kappa)
            equations[2 * i + 1, i] = c * (g + i + kappa)
            equations[2 * i + 1, size + i] = -1
        if i > 0:
            equations[2 * i, i - 1] = c**2 - energy
            equations[2 * i, size + i - 1] = c * decay
            equations[2 * i + 1, i - 1] = -c * decay
            equations[2 * i + 1, size + i - 1] = -(c**2 + energy)
    _, singular, vh = np.linalg.svd(equations)
    assert singular[-1] < 1e-10 * singular[0]
    coefficients = vh[-1] * np.sign(vh[-1][0])
    envelope = X**g * np.exp(-decay * X)
    P = envelope * sum(coefficients[i] * X**i for i in range(size))
    Q = envelope * sum(coefficients[size + i] * X**i for i in range(size))
    norm = sqrt(x_weights @ (P[:, -1]**2 + Q[:, -1]**2))
    return Orbital(Z, kappa, P / norm, Q / norm, (energy - c**2) * Z**2, g)


# Derived formula.
def mixed_density(a, c, k, L):
    D, S = a.P * c.Q - a.Q * c.P, a.P * c.Q + a.Q * c.P
    if L == k:
        return S
    if L == k - 1:
        return D + (c.kappa - a.kappa) / k * S
    return D + (a.kappa - c.kappa) / (k + 1) * S


def product_terms(a, b, c, d, J):
    """List of (k, L, coefficient, radial integral in hartree)."""
    ja, jb, jc, jd = [twice_j(o.kappa) for o in (a, b, c, d)]
    la, lb, lc, ld = [orbital_l(o.kappa) for o in (a, b, c, d)]
    terms = []
    for k in range(max(abs(ja - jc), abs(jb - jd)) // 2,
                   min(ja + jc, jb + jd) // 2 + 1):
        if (la + lc + lb + ld) % 2:
            continue
        angular = (sign((jb + jc) // 2 + J)
                   * six_j(ja, jb, 2 * J, jd, jc, 2 * k)
                   * reduced_c(ja, k, jc) * reduced_c(jb, k, jd))
        if (la + lc + k) % 2 == 0:
            weights = {k + 1: (k + 1) / (2 * k + 3)}
            if k > 0:
                weights[k - 1] = k / (2 * k - 1)
        elif k > 0:
            weights = {k: -(a.kappa + c.kappa) * (b.kappa + d.kappa)
                       / (k * (k + 1))}
        else:
            weights = {}
        for L in sorted(weights):
            radial = a.Z * slater(L, mixed_density(a, c, k, L),
                                  mixed_density(b, d, k, L))
            if abs(angular * weights[L]) > 1e-14:
                terms.append((k, L, angular * weights[L], radial))
    return terms


def state_norm(a, b, c, d):
    return 1 / sqrt((1 + (a is b)) * (1 + (c is d)))


def gaunt_terms(a, b, c, d, J):
    norm = state_norm(a, b, c, d)
    swap = -sign((twice_j(c.kappa) + twice_j(d.kappa)) // 2 - J)
    return ([("direct", k, L, norm * w, r)
             for k, L, w, r in product_terms(a, b, c, d, J)]
            + [("exchange", k, L, norm * swap * w, r)
               for k, L, w, r in product_terms(a, b, d, c, J)])


def gaunt_formula(a, b, c, d, J):
    return sum(w * r for _, _, _, w, r in gaunt_terms(a, b, c, d, J))


# Independent road: Cartesian currents, scalar multipoles, explicit m sums.
def current_parts(a, c):
    return [(a.P * c.Q, 1j * spin_density(a.kappa, -c.kappa)),
            (a.Q * c.P, -1j * spin_density(-a.kappa, c.kappa))]


def uncoupled_gaunt(a, b, c, d):
    total = 0
    for L in range(6):
        Y = np.array([harmonic(L, M, ax, aphi) for M in range(-L, L + 1)])
        first = [(f, np.einsum("Mn,iacn->Miac", Y * aw, s))
                 for f, s in current_parts(a, c)]
        second = [(f, np.einsum("Mn,ibdn->Mibd", Y.conj() * aw, s))
                  for f, s in current_parts(b, d)]
        for f, A in first:
            for g, B in second:
                total = total - (4 * pi / (2 * L + 1) * a.Z * slater(L, f, g)
                                 * np.einsum("Miac,Mibd->abcd", A, B))
    return total


def coupling(a, b, J):
    ja, jb = twice_j(a.kappa), twice_j(b.kappa)
    return np.array([[clebsch(ja, ma, jb, mb, 2 * J, 0) if ma + mb == 0 else 0.0
                      for mb in range(-jb, jb + 1, 2)]
                     for ma in range(-ja, ja + 1, 2)])


def gaunt_explicit(a, b, c, d, J):
    tensor = (uncoupled_gaunt(a, b, c, d)
              - uncoupled_gaunt(a, b, d, c).transpose(0, 1, 3, 2))
    return state_norm(a, b, c, d) * np.einsum(
        "ab,abcd,cd->", coupling(a, b, J), tensor, coupling(c, d, J))


Z = 79
s1, s2 = dirac_orbital(Z, 1, -1), dirac_orbital(Z, 2, -1)
p1, p3 = dirac_orbital(Z, 2, 1), dirac_orbital(Z, 2, -2)
cases = [("<1s 1s|G|1s 1s> J=0", s1, s1, s1, s1, 0),
         ("<1s 2s|G|1s 2s> J=0", s1, s2, s1, s2, 0),
         ("<1s 2s|G|1s 2s> J=1", s1, s2, s1, s2, 1),
         ("<1s 2p1/2|G|1s 2p1/2> J=0", s1, p1, s1, p1, 0),
         ("<1s 2p1/2|G|1s 2p1/2> J=1", s1, p1, s1, p1, 1),
         ("<1s 2p3/2|G|1s 2p3/2> J=1", s1, p3, s1, p3, 1),
         ("<1s 2p3/2|G|1s 2p3/2> J=2", s1, p3, s1, p3, 2),
         ("<1s 2p1/2|G|1s 2p3/2> J=1", s1, p1, s1, p3, 1),
         ("<1s 2p3/2|G|2s 2p1/2> J=1", s1, p3, s2, p1, 1)]
results, coupled_error = [], 0.0
for label, a, b, c, d, J in cases:
    formula, explicit = gaunt_formula(a, b, c, d, J), gaunt_explicit(a, b, c, d, J)
    coupled_error = max(coupled_error, abs(formula - explicit))
    results.append((label, formula, explicit.real))
assert coupled_error < 1e-9


def closed_form_1s2(charge):
    g = sqrt(1 - (charge * ALPHA)**2)
    integral = quad(lambda t: t**(2 * g + 1) * (1 + t)**(-4 * g - 1), 0, 1,
                    epsabs=1e-13, epsrel=1e-12)[0]
    return (2 / 3 * (charge * ALPHA)**2 * 4 * charge * gamma_function(4 * g + 1)
            / gamma_function(2 * g + 1)**2 * integral)


def coulomb_1s2(o):
    rho = o.P**2 + o.Q**2
    return o.Z * slater(0, rho, rho)


energy_1s2, closed = results[0][1], closed_form_1s2(Z)
assert abs(energy_1s2 / closed - 1) < 1e-8
contact = ALPHA**2 * Z**3 / 4
light = dirac_orbital(1, 1, -1)
light_ratio = gaunt_formula(light, light, light, light, 0) / (ALPHA**2 / 4)
# Corrections to the weak-field limits are of relative order alpha^2.
assert abs(light_ratio - 1) < 10 * ALPHA**2
assert abs(coulomb_1s2(light) / (5 / 8) - 1) < 10 * ALPHA**2

print(f"Nuclear charge Z = {Z}")
print(f"Fine-structure constant alpha = {ALPHA:.9f}")
print(f"Z alpha = {Z * ALPHA:.6f}")
print(f"1 hartree = {HARTREE_EV:.6f} eV")
print(f"gamma for |kappa|=1: {s1.gamma:.6f}; for |kappa|=2: {p3.gamma:.6f}")
for name, o in (("1s", s1), ("2s", s2), ("2p1/2", p1), ("2p3/2", p3)):
    print(f"Orbital energy {name}, rest energy removed: {o.binding:.4f} hartree")
print(f"Tensor expansion, L up to 10, largest error: {kernel_error:.1e} bohr^-1")
print(f"Spin-angular elements compared: {angular_count}")
print(f"Spin-angular elements, largest error: {angular_error:.1e}")
print(f"Coupled elements, largest error: {coupled_error:.1e} hartree")
S11 = 2 * s1.P * s1.Q
print(f"1s^2: R^1[2PQ,2PQ] = {Z * slater(1, S11, S11):.6f} hartree")
print(f"1s^2: Gaunt energy = {energy_1s2:.6f} hartree")
print(f"1s^2: closed form = {closed:.6f} hartree")
print(f"1s^2: weak-field value alpha^2 Z^3/4 = {contact:.6f} hartree")
print(f"1s^2: Gaunt energy / weak-field value = {energy_1s2 / contact:.6f}")
print(f"1s^2: Coulomb energy = {coulomb_1s2(s1):.6f} hartree")
print(f"1s^2: Gaunt / Coulomb = {energy_1s2 / coulomb_1s2(s1):.6f}")
print(f"Z=1, 1s^2: Gaunt energy / weak-field value = {light_ratio:.7f}")
for J in (0, 1):
    print(f"1s 2p1/2, J={J}: coefficient, radial integral, product (hartree)")
    for kind, k, L, w, r in gaunt_terms(s1, p1, s1, p1, J):
        print(f"  {kind} k={k} L={L}: {w:.6f}, {r:.6f}, {w * r:.6f}")
print("Coupled elements: formula (hartree), explicit sum (hartree), formula (eV)")
for label, formula, explicit in results:
    print(f"  {label}: {formula:.6f}, {explicit:.6f}, {formula * HARTREE_EV:.3f}")
print("PASS")
```

Output:

```
Nuclear charge Z = 79
Fine-structure constant alpha = 0.007297353
Z alpha = 0.576491
1 hartree = 27.211386 eV
gamma for |kappa|=1: 0.817104; for |kappa|=2: 1.915113
Orbital energy 1s, rest energy removed: -3434.5868 hartree
Orbital energy 2s, rest energy removed: -879.2295 hartree
Orbital energy 2p1/2, rest energy removed: -879.2295 hartree
Orbital energy 2p3/2, rest energy removed: -797.0395 hartree
Tensor expansion, L up to 10, largest error: 4.4e-09 bohr^-1
Spin-angular elements compared: 14904
Spin-angular elements, largest error: 3.3e-15
Coupled elements, largest error: 4.4e-14 hartree
1s^2: R^1[2PQ,2PQ] = 11.063262 hartree
1s^2: Gaunt energy = 7.375508 hartree
1s^2: closed form = 7.375508 hartree
1s^2: weak-field value alpha^2 Z^3/4 = 6.563749 hartree
1s^2: Gaunt energy / weak-field value = 1.123673
1s^2: Coulomb energy = 57.112251 hartree
1s^2: Gaunt / Coulomb = 0.129141
Z=1, 1s^2: Gaunt energy / weak-field value = 1.0000158
1s 2p1/2, J=0: coefficient, radial integral, product (hartree)
  direct k=0 L=1: 0.333333, 0.000000, 0.000000
  direct k=1 L=1: -0.666667, -2.150603, 1.433736
  exchange k=1 L=0: -0.333333, -5.017344, 1.672448
  exchange k=1 L=2: -0.133333, -1.467170, 0.195623
1s 2p1/2, J=1: coefficient, radial integral, product (hartree)
  direct k=0 L=1: 0.333333, 0.000000, 0.000000
  direct k=1 L=1: 0.222222, -2.150603, -0.477912
  exchange k=1 L=0: -0.111111, -5.017344, 0.557483
  exchange k=1 L=2: -0.044444, -1.467170, 0.065208
Coupled elements: formula (hartree), explicit sum (hartree), formula (eV)
  <1s 1s|G|1s 1s> J=0: 7.375508, 7.375508, 200.698
  <1s 2s|G|1s 2s> J=0: 1.461991, 1.461991, 39.783
  <1s 2s|G|1s 2s> J=1: 0.098953, 0.098953, 2.693
  <1s 2p1/2|G|1s 2p1/2> J=0: 3.301806, 3.301806, 89.847
  <1s 2p1/2|G|1s 2p1/2> J=1: 0.144778, 0.144778, 3.940
  <1s 2p3/2|G|1s 2p3/2> J=1: 0.477728, 0.477728, 13.000
  <1s 2p3/2|G|1s 2p3/2> J=2: 0.414002, 0.414002, 11.266
  <1s 2p1/2|G|1s 2p3/2> J=1: -0.926540, -0.926540, -25.212
  <1s 2p3/2|G|2s 2p1/2> J=1: -0.285296, -0.285296, -7.763
PASS
```
